\section*{Noninteracting Kinetic Energy from a Density: Using the Wu–Yang Maximization}

\section{What goes wrong without a bound}

An inversion program takes a density $n(\mathbf r)$, searches for the local potential whose orbitals reproduce it, and reports a kinetic energy. Suppose that the potential is expanded in eight functions and that $n$ is the Hartree--Fock density of neon. The optimizer converges and the density looks right: the integrated absolute error is $0.007$ of ten electrons. Yet the kinetic energy of the resulting orbitals is $3497.956$ eV, above the Hartree--Fock value of $3497.945$ eV. This is impossible for the quantity sought, which is the \emph{lowest} kinetic energy of any determinant with the given density, since the Hartree--Fock determinant is itself a competitor.

The orbitals belong to a slightly different density, and their kinetic energy responds to that difference at first order. The Wu--Yang objective, evaluated with the same orbitals, is a lower bound with a second-order error. What follows derives this objective, shows why its maximization has no false maxima, and draws from the analysis how to choose the potential basis, the reference potential and the stopping test.

\section{The quantity and the objective}

Atomic units are used in the algebra. Let $n$ integrate to an even number $N$ of electrons, and let $\Phi$ be a determinant of $N/2$ real, orthonormal, doubly filled orbitals $\phi_i$. Its density and kinetic energy are
\begin{equation}
n_\Phi=2\sum_i\phi_i^2,\qquad
T[\Phi]=\sum_i\int|\nabla\phi_i|^2\,d\mathbf r ,
\end{equation}
where the factor $\tfrac12$ of the kinetic operator cancels the double filling. The target is
\begin{equation}
T_s[n]=\min_{\Phi:\,n_\Phi=n}T[\Phi].
\end{equation}
The constraint $n_\Phi=n$ at every point is hard to impose. For a local potential $v$, define instead
\begin{equation}
W[v]=\min_\Phi F_\Phi[v],\qquad
F_\Phi[v]=T[\Phi]+\int v\,(n_\Phi-n)\,d\mathbf r ,
\label{W}
\end{equation}
with $\Phi$ now unconstrained. The term $-\int vn$ does not depend on $\Phi$, so the minimizer $\Phi_v$ fills the lowest $N/2$ orbitals of $-\tfrac12\nabla^2+v$. With orbital energies $\varepsilon_i$ and density $\rho_v$ of $\Phi_v$,
\begin{equation}
W[v]=2\sum_i\varepsilon_i-\int v\,n\,d\mathbf r
=T[\Phi_v]+\int v\,(\rho_v-n)\,d\mathbf r .
\label{Worb}
\end{equation}
Adding a constant to $v$ leaves $W$ unchanged, because $n_\Phi$ and $n$ hold the same number of electrons. I consider potentials for which these orbitals are bound.

\paragraph{Lower bound.} If the minimum in \eqref{W} is restricted to determinants with $n_\Phi=n$, it can only rise, and the potential term vanishes. Hence, for every $v$,
\begin{equation}
W[v]\le T_s[n].
\label{bound}
\end{equation}
If $n$ is the density of a Hartree--Fock determinant with kinetic energy $T_{\rm HF}$, then also $T_s[n]\le T_{\rm HF}$.

\paragraph{When the bound is reached.} Suppose that $\rho_v=n$ for some $v$. Then \eqref{Worb} gives $W[v]=T[\Phi_v]$. This is at least $T_s[n]$, since $\Phi_v$ has the density $n$, and at most $T_s[n]$ by \eqref{bound}. So $W[v]=T_s[n]$, and $v$ is a maximizer.

The condition is that $n$ be the density of a ground determinant in some local potential, which is not guaranteed. For an ensemble of determinants with average density $n$, the average of $F_\Phi[v]$ is the average kinetic energy, and it is no smaller than $W[v]$. The supremum of $W$ therefore cannot exceed the lowest ensemble kinetic energy, which may lie below $T_s[n]$. In that case a gap remains however good the potential basis is.

\section{Concavity and its consequences}

Take two potentials $v_1,v_2$ and $v_\lambda=\lambda v_1+(1-\lambda)v_2$ with $0\le\lambda\le1$. For a fixed $\Phi$, $F_\Phi[v]$ is a constant plus a linear term in $v$, so
\begin{equation}
F_\Phi[v_\lambda]=\lambda F_\Phi[v_1]+(1-\lambda)F_\Phi[v_2]
\ge\lambda W[v_1]+(1-\lambda)W[v_2].
\end{equation}
The right side does not depend on $\Phi$. Minimizing the left side over $\Phi$ gives
\begin{equation}
W[v_\lambda]\ge\lambda W[v_1]+(1-\lambda)W[v_2],
\end{equation}
which is concavity. No derivative was taken, so the proof also holds where levels cross.

A sharper inequality comes from using $\Phi_v$ as a trial determinant for another potential $v'$:
\begin{align}
W[v']&\le T[\Phi_v]+\int v'(\rho_v-n)\,d\mathbf r\nonumber\\
&=W[v]+\int(v'-v)(\rho_v-n)\,d\mathbf r ,
\label{tangent}
\end{align}
where the second line replaces $T[\Phi_v]$ by means of \eqref{Worb}. If the highest filled level lies below the lowest empty one, first-order perturbation theory gives $\delta E=\int\rho_v\,\delta v$ for the energy $E=2\sum_i\varepsilon_i$, and therefore
\begin{equation}
\frac{\delta W}{\delta v(\mathbf r)}=\rho_v(\mathbf r)-n(\mathbf r).
\label{grad}
\end{equation}

\paragraph{No false maxima.} If the gradient vanishes at $v$, the integral in \eqref{tangent} is zero, so $W[v']\le W[v]$ for every $v'$: a stationary point is a global maximum. The same holds when $v'-v$ is restricted to the span of a set of functions and $\rho_v-n$ is orthogonal to all of them.

\paragraph{Why to report $W$.} Let $v_*$ be a potential that reproduces $n$, so that $W[v_*]=T_s[n]$. Setting $v'=v_*$ in \eqref{tangent} and using \eqref{bound},
\begin{equation}
0\le T_s[n]-W[v]\le\int(v_*-v)(\rho_v-n)\,d\mathbf r .
\label{error}
\end{equation}
The error of $W$ is at most a product of a potential error and a density error. Near $v_*$ the density error is itself proportional to the potential error, so the product is of second order. By contrast, \eqref{Worb} gives
\begin{equation}
T[\Phi_v]-W[v]=-\int v\,(\rho_v-n)\,d\mathbf r ,
\label{Torb}
\end{equation}
which contains the density error once, multiplied by the full potential. It is generally of first order and can have either sign. The orbital kinetic energy is the correct $T_s$ of $\rho_v$, by the argument of the previous section, but $\rho_v$ is not the density that was supplied.

\paragraph{Curvature and uniqueness.} Replace $v$ by $v+\lambda\,\delta v$. To second order in $\lambda$, with $p$ running over all other orbitals,
\begin{equation}
\varepsilon_i(\lambda)=\varepsilon_i+\lambda\langle i|\delta v|i\rangle
+\lambda^2\sum_{p\ne i}\frac{|\langle p|\delta v|i\rangle|^2}{\varepsilon_i-\varepsilon_p}.
\end{equation}
In the sum over filled $i$, each pair of filled orbitals occurs twice with opposite denominators and cancels. (Within a degenerate filled level, orbitals that diagonalize $\delta v$ are chosen, and their mutual terms are absent.) Only empty orbitals $a$ remain. Double filling gives one factor of 2, and differentiating $\lambda^2$ twice gives another:
\begin{equation}
\left.\frac{d^2W}{d\lambda^2}\right|_0=-4\sum_{i}^{\rm filled}\sum_{a}^{\rm empty}
\frac{|\langle a|\delta v|i\rangle|^2}{\varepsilon_a-\varepsilon_i}\le0 .
\label{curv}
\end{equation}

If this vanishes, $\delta v\,\phi_i$ has no component on any empty orbital, so $\delta v\,\phi_i=\sum_jc_{ij}\phi_j$ with $j$ filled. At a point where the density is nonzero, the numbers $\phi_1(\mathbf r),\phi_2(\mathbf r),\dots$ form a nonzero vector, which is an eigenvector of the matrix $c$ with eigenvalue $\delta v(\mathbf r)$. A finite matrix has finitely many eigenvalues, so a continuous $\delta v$ must be constant throughout a connected region of nonzero density. Now let two potentials both maximize $W$, one of them with a gap above its filled levels. By concavity $W$ is constant on the segment between them, the curvature along it vanishes, and they differ by a constant there.

\section{The setting: a finite potential basis}

The Wu--Yang method writes
\begin{equation}
v=v_0+\sum_{t=1}^Mb_t\,g_t
\end{equation}
and maximizes over the coefficients $b_t$. From \eqref{grad} and \eqref{curv}, for real orbitals,
\begin{align}
G_t&=\frac{\partial W}{\partial b_t}=\int g_t(\rho_v-n)\,d\mathbf r,\\
H_{tu}&=\frac{\partial^2W}{\partial b_t\partial b_u}
=-4\sum_{ia}\frac{\langle i|g_t|a\rangle\langle a|g_u|i\rangle}{\varepsilon_a-\varepsilon_i}.
\end{align}

\paragraph{Algorithm.} Start from $b=0$ and repeat:
\begin{enumerate}
\item Solve for the orbitals in $v$; form $W$, $G$ and $H$.
\item Compute the step $s=(-H+\mu I)^{-1}G$, with $\mu>0$ small compared with the largest eigenvalue of $-H$.
\item Stop if $G\cdot s$ is below the energy tolerance.
\item Replace $b$ by $b+\tau s$, starting with $\tau=1$ and halving $\tau$ until $W$ rises, up to rounding.
\end{enumerate}
With $\lambda_k\ge0$ and $u_k$ the eigenvalues and unit eigenvectors of $-H$,
\begin{equation}
G\cdot s=\sum_k\frac{(u_k\cdot G)^2}{\lambda_k+\mu}>0\qquad(G\ne0),
\end{equation}
so a short enough step raises $W$. The quadratic model of $W$ predicts a remaining gain $\tfrac12\sum_k(u_k\cdot G)^2/\lambda_k$, which $G\cdot s/2$ reproduces in directions with $\lambda_k\gg\mu$ and underestimates in directions with $\lambda_k\lesssim\mu$. The damping does not move the fixed point, since $s=0$ requires $G=0$, but with a finite tolerance a large $\mu$ can stop the run early along nearly flat directions. A penalty on rough potentials, added to the objective, is different: it moves the maximum. After such a run, evaluate $W$ without the penalty; it is still a lower bound.

\paragraph{Choosing the number of functions.} Enlarging a set while keeping its old members cannot lower the maximum, so nested sets give rising lower bounds. A vanishing gradient says that $\rho_v-n$ is orthogonal to the chosen $g_t$, and nothing more. Judge the optimizer by $G$ and by whether a smaller $\mu$ and tolerance change the result, and the basis by the change of $W$ with $M$ and by the density residual $\int|\rho_v-n|$.

\paragraph{Choosing the orbital basis.} A finite orbital basis restricts the minimum in \eqref{W} and so raises $W$. The result is then bounded by the lowest kinetic energy among determinants \emph{within that basis} that have the density $n$, and may exceed the true $T_s[n]$; if the basis holds no such determinant, this argument gives no bound at all. Moreover, $H$ is a sum of one rank-one matrix for each pair $(i,a)$. If $M$ exceeds the number of such pairs, some combinations of the $g_t$ have no curvature, and the data do not fix them. Refine the orbital basis before the potential basis.

\paragraph{Choosing the reference.} For an atom of nuclear charge $Z$, a useful start is
\begin{equation}
v_0=-\frac Zr+\left(1-\frac1N\right)v_H,\qquad
v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r' .
\end{equation}
Far out $v_H\to N/r$, so $v_0\to-(Z-N+1)/r$: the outermost electron sees the nucleus screened by the other $N-1$. Functions $g_t$ that fall off faster than $1/r$ preserve this tail. With a complete set of $g_t$ the reference would not matter; with a finite set it carries whatever the $g_t$ cannot describe.

\paragraph{Using symmetry.} If $n$ is spherical, rotating $v$ does not change $W$. By concavity, $W$ at the average of all rotated copies is at least the average of their equal values, $W[v]$. Spherical potentials therefore suffice.

\paragraph{When to distrust the run.} As the gap between filled and empty levels closes, \eqref{curv} can diverge, and at a crossing $W$ may have a kink where \eqref{grad} has no unique value. A density residual that does not shrink there as $M$ grows, whichever orbitals of the degenerate level are filled, points to a density that no single ground determinant in a local potential yields.

\section{Neon}

The density is that of the free neon atom in nonrelativistic Hartree--Fock theory with a point nucleus; it contains no correlation. The radial orbitals are represented on a collocation grid of 59 interior nodes out to $12$ \AA. The correction functions are
\begin{equation}
g_t=(1-y)^2P_{t-1}(y),\qquad y=\frac{r-s}{r+s},\qquad s=0.25\ \text{\AA},
\end{equation}
with Legendre polynomials $P_{t-1}$. Since $1-y=2s/(r+s)$, they fall off at least as fast as $1/r^2$. For the filling $1s^22s^22p^6$,
\begin{equation}
W=2\varepsilon_{1s}+2\varepsilon_{2s}+6\varepsilon_{2p}-\int v\,n\,d\mathbf r .
\end{equation}
This fixed filling is a minimum within one symmetry class, so the concavity proof applies to it unchanged. At the final potential the lowest empty level lies $18$ eV above the $2p$ level (at $-6$ and $-24$ eV in this run; the absolute positions are poorly fixed, as discussed below), so for this potential the filling is the ground filling. The spacing to the empty level is not well fixed either: at $M=16$ a tighter stopping rule shrinks it from $18$ eV to about $1$ eV while $W$ changes by about $10^{-5}$ eV, and in the run with $M=12$ it is $1.6$ eV with the $2p$ level near $+9$ eV, above the asymptote of $v$, so that this filling is the lowest only because of the wall at $12$ \AA. The spacing and the sign of the highest filled level therefore have to be checked for each final potential.

The reference potential alone gives $W=3494.289$ eV. Maximization then gives, with energies in eV and the residual in electrons:
\begin{center}
\begin{tabular}{rcccc}
$M$ & $W$ & $T_{\rm HF}-W$ & $T[\Phi_v]-W$ & $\int|\rho_v-n|$\\
\hline
4 & 3497.7863 & 0.1584 & $4.5289$ & $5.8\times10^{-2}$\\
8 & 3497.8967 & 0.0480 & $0.0593$ & $7.0\times10^{-3}$\\
12 & 3497.8993 & 0.0455 & $-0.0072$ & $2.4\times10^{-3}$\\
16 & 3497.8996 & 0.0451 & $-0.0031$ & $4.9\times10^{-4}$\\
20 & 3497.8997 & 0.0450 & $-0.0002$ & $1.7\times10^{-4}$
\end{tabular}
\end{center}

The row $M=8$ is the case described at the start. Its orbital kinetic energy is $3497.8967+0.0593=3497.9560$ eV, which is $0.056$ eV above the value of $W$ at $M=20$. Its $W$ is only $3497.8997-3497.8967=0.003$ eV below that value. In the rows $M=12$, $16$ and $20$ the orbital kinetic energy lies below $W$, while at $M=14$ and $18$ (not tabulated) it lies above, by $0.006$ and $0.001$ eV, so it bounds $T_s$ from neither side. Being of first order, these small entries also move with the stopping rule, by up to $7\times10^{-4}$ eV at $M=16$. Both signs are allowed by \eqref{Torb}.

At $M=20$ the largest gradient component is about $4\times10^{-9}$ electrons, while the density residual is $1.7\times10^{-4}$ electrons. The value of $W$ is converged to the digits shown, but the potential is not: continuing the run with a much smaller $\mu$ and tolerance leaves $W$ unchanged to $10^{-5}$ eV, lowers the residual to about $1\times10^{-4}$ electrons, and moves all filled levels together along a nearly flat direction, by an amount that depends on $\mu$: lowering $\mu$ from $10^{-8}$ times the largest eigenvalue of $-H$ to $10^{-10}$ times it raises them by about $9$ eV, and lowering it to $10^{-12}$ times it drops them by about $26$ eV. The residual in the table thus reflects the stopping rule as well as the potential basis. The number of Newton steps is not monotonic in $M$: it is 31 at $M=12$ and 7 at $M=20$. The cause was not examined.

The result is
\begin{equation}
T_s[n_{\rm HF}]\approx3497.90\ \text{eV}\;(128.545\ \text{hartree}),
\end{equation}
\begin{equation}
T_{\rm HF}-T_s\approx0.045\ \text{eV}\;(1.66\times10^{-3}\ \text{hartree}).
\end{equation}
Within the discretization, the strict statement is that $T_s$ lies between $W$ and $T_{\rm HF}$, a window of $0.045$ eV. Placing it at the lower end rests on the density residual tending to zero, which is numerical evidence that a suitable potential exists, not a proof. The last enlargement of the basis raised $W$ by less than $10^{-4}$ eV, and a finer orbital grid leaves the difference at $0.045$ eV.

The small excess has a physical meaning. Determinants with the same density have the same nuclear attraction and Hartree energy. Among them, the Hartree--Fock ground determinant minimizes $T+E_x$, where $E_x$ is the exchange energy. Comparing it with the determinant $\Phi_s$ that attains $T_s$,
\begin{equation}
T_{\rm HF}+E_x^{\rm HF}\le T_s+E_x[\Phi_s]
\;\Rightarrow\;
E_x[\Phi_s]-E_x^{\rm HF}\ge T_{\rm HF}-T_s .
\end{equation}
Hartree--Fock accepts a higher kinetic energy and gains at least as much in exchange.

\paragraph{How far to trust the potential.} The part $v+Z/r-v_H$ is what a Kohn--Sham calculation would have to add to the nuclear and Hartree potentials to reproduce this density. At $r=0.05$ \AA\ it is $-152.53$ eV for $M=16$ and $-153.47$ eV for $M=20$; at $1$ \AA\ it is $-18.7$ and $-18.3$ eV. These changes are $0.9$ and $0.4$ eV, while $W$ changes by less than $10^{-4}$ eV. This is the other face of a second-order error: an energy insensitive to the potential determines the potential poorly. A nearly constant shift across the occupied region is especially cheap and moves all filled levels together. Its size is fixed only by the outer region, where there is almost no density, so it can change by many eV with $M$, with the scale $s$ of the functions or with the stopping rule while $W$ hardly moves, and the changes quoted above do not bound it. Differences are far more trustworthy than absolute orbital energies or absolute values of $v$: over changes of $M$ from $16$ to $24$, of $s$ and of the stopping rule, the differences between filled levels hold to about $0.01$ eV and the difference of $v+Z/r-v_H$ between $1$ and $0.05$ \AA\ to about $1.5$ eV, while the absolute values move by tens of eV.

\section{Two independent safeguards}

A second lower bound needs no potential. From $\nabla n=4\sum_i\phi_i\nabla\phi_i$ and the Cauchy--Schwarz inequality,
\begin{equation}
|\nabla n|^2\le16\sum_i\phi_i^2\sum_j|\nabla\phi_j|^2
=8n\sum_j|\nabla\phi_j|^2 .
\end{equation}
Dividing by $8n$ and integrating gives the von Weizs\"acker bound
\begin{equation}
T_W[n]=\int\frac{|\nabla n|^2}{8n}\,d\mathbf r\le T_s[n],
\end{equation}
with equality for a single filled orbital. For neon $T_W=2466$ eV, about $70\%$ of $T_s$. It exposes gross errors but cannot resolve the excess above.

A sharper safeguard is a density with a known answer. Ten electrons in $-Z/r$ fill the levels $-Z^2/2$ (two electrons) and $-Z^2/8$ (eight). By the virial theorem for a Coulomb potential, each electron's kinetic energy is minus its level, so
\begin{equation}
T_s=2\,\frac{Z^2}{2}+8\,\frac{Z^2}{8}=2Z^2 .
\end{equation}
For $Z=10$ this is $5442.277$ eV. Given the analytic density and the reference $v_0$ above, which contains $-Z/r$ but also a screening term that the $g_t$ must flatten to a constant across the occupied region (they cannot cancel its $1/r$ tail), the maximization starts at $4483.116$ eV and ends at $5442.277$ eV. The numerical check includes this recovery, and also restarts neon from a distant potential and reaches the same maximum, as concavity requires. Both checks are worth repeating whenever the orbital or potential basis is changed.

\section*{Table of computed values}
\begin{verbatim}
Hartree energy: 27.211386 eV; Bohr radius: 0.529177 angstrom
Outer wall 12.0, grid scale 0.50, potential scale 0.25 angstrom
Interior grid nodes: 59; electrons: 10.00000000
HF total energy, grid: -3497.9447 eV
HF total energy, Gaussian basis: -3497.9436 eV
HF kinetic energy T_HF, grid: 3497.9447 eV
HF kinetic energy, Gaussian basis: 3497.9402 eV
<r^2> summed over electrons, grid: 2.62438 angstrom^2
<r^2>, Gaussian basis: 2.62438 angstrom^2
Slope of W, formula / differences: 0.080512 / 0.080512 (dimensionless)
Curvature of W, formula / differences: -0.0021755 / -0.0021755 1/eV
Smallest midpoint concavity margin, 20 random pairs: 0.936 eV
Hydrogenic test, W at start: 4483.1155 eV
Hydrogenic test, maximum of W: 5442.27725 eV
Hydrogenic test, analytic 2 Z^2: 5442.27725 eV
Neon, W at the starting potential: 3494.2885 eV
Neon: M = number of correction functions; energies in eV
M, Newton steps, W, T_HF - W, T[orbitals] - W, integral |rho-n| (electrons)
  4   4 3497.78630 0.15844 4.52893 5.83e-02
  8   5 3497.89673 0.04801 0.05930 6.98e-03
 12  31 3497.89926 0.04548 -0.00715 2.36e-03
 16  11 3497.89964 0.04509 -0.00309 4.90e-04
 20   7 3497.89970 0.04504 -0.00022 1.70e-04
Largest gradient component at M=20: 3.8e-09 electrons
Ts[n_HF]: 3497.8997 eV = 128.545443 hartree
T_HF - Ts: 0.04504 eV = 0.0016551 hartree
T_HF - Ts on the finer grid: 0.04504 eV
von Weizsaecker energy T_W: 2465.7107 eV
Distant start, W before / after: 3494.0974 / 3497.8997 eV
Orbital energy 1s, HF / local potential: -891.784 / -839.438 eV
Orbital energy 2s, HF / local potential: -52.529 / -47.554 eV
Orbital energy 2p, HF / local potential: -23.141 / -23.951 eV
Lowest empty level in the local potential: -5.986 eV
v + Z/r - v_H in eV at r in angstrom, for M=16 and M=20
r=0.05: -152.534 -153.471
r=0.10: -82.369 -82.513
r=0.20: -49.413 -49.332
r=0.30: -49.393 -48.843
r=0.50: -37.847 -37.389
r=1.00: -18.732 -18.320
\end{verbatim}
